Linear conductance of a resonant level with a floating Büttiker probe

A resonant level with one Büttiker probe

The problem

A single spin-degenerate, non-interacting level ε0 is coupled to a left reservoir L, a right reservoir R and a third reservoir p, the probe. Each reservoir a has one channel, a chemical potential μ_a, the common temperature θ, the Fermi function f_a(E) = 1/{exp[(E − μ_a)/k_Bθ] + 1}, and a coupling width Γ_a. A bias fixes μ_L − μ_R = eV with e > 0. The probe floats: μ_p adjusts until the probe carries no net particle current. J_a is the particle current out of reservoir a, and I = eJ_L.

(a) Find μ_p and the linear conductance in terms of the transmissions T_ab.
(b) Evaluate the result for energy-independent widths.
(c) Decide whether a transmission built energy by energy gives the current at finite θ and V.

The model numbers are Γ_L, Γ_R, Γ_p = 1, 3, 2 × 10⁻²² J and ε0 − E_F = 2 × 10⁻²² J, with E_F = 0, θ = 0 and 4 K, and μ_L = −μ_R = eV/2 for V = 2 mV (eV = 3.204 × 10⁻²² J). The abbreviations are Γ0 = Γ_L + Γ_R, Γ = Γ0 + Γ_p, Γ_s = Γ_LΓ_R/Γ0 and δ = ε0 − E.

A first estimate by scaling

At very large bias L fills the level at rate Γ_L/ħ and R empties it at rate Γ_R/ħ. The probe returns whatever it takes, so it drops out of the balance for the occupation n per spin:

(Γ_L/ħ)(1 − n) = (Γ_R/ħ) n, so n = Γ_L/Γ0 and I_sat = 2e(Γ_R/ħ)n = 2eΓ_s/ħ.

With Γ_s = 7.5 × 10⁻²³ J this is 2.279 × 10⁻⁷ A. The probe does shorten the lifetime, so the level has width Γ. A small bias window holds a fraction x of the level's weight, and I ≈ x I_sat. Writing I = (2e/h) T eV and using h/ħ = 2π gives T ≈ 2πΓ_s x/(eV).

Near resonance, |δ| < Γ/2, the weight is spread over about Γ, so x ≈ eV/Γ and T ≈ 2πΓ_s/Γ = 2π × 0.75/6 = 0.79. At 2 mV this gives I ≈ 2.279 × 10⁻⁷ × 3.204/6 = 1.2 × 10⁻⁷ A. Far from resonance a reservoir state with coupling v contains the level with probability v²/δ². With a density of states ρ and the golden-rule width 2πv²ρ, the weight per energy summed over reservoirs is Γ/(2πδ²), so T ≈ Γ_sΓ/δ². The probe should therefore multiply T by Γ0/Γ near resonance and by Γ/Γ0 in the tail, with a change near |δ| ≈ Γ/2. Its potential should be pulled by the two leads in proportion to their widths: μ_p ≈ (Γ_Lμ_L + Γ_Rμ_R)/Γ0 = −eV/4 = −8.0 × 10⁻²³ J.

The exact solution

Transmissions. Each reservoir is a semi-infinite chain, sites n = 1, 2, …, with site energy e_a, hopping −t_a, and coupling −v_a from site 1 to the level. For a wave arriving in chain b, with level amplitude χ,

ψ_n^a = δ_ab exp(−ik_a n) + r_a exp(ik_a n), E = e_a − 2t_a cos k_a, 0 < k_a < π.

This form obeys (E − e_a)ψ_1 = −t_aψ_2 − t_aψ_0 when continued to n = 0, while the true equation has −v_aχ as last term. Hence t_aψ_0 = v_aχ, that is r_a = (v_a/t_a)χ − δ_ab. The equation on the level, (E − ε0)χ = −Σ_a v_aψ_1^a, becomes

[E − ε0 + Σ_a (v_a²/t_a) exp(ik_a)] χ = v_b[exp(ik_b) − exp(−ik_b)] = 2i v_b sin k_b.

The bracket is the inverse retarded Green function of the level:

G = 1/(E − ε0 − Σ_L − Σ_R − Σ_p), Σ_a = −(v_a²/t_a) exp(ik_a), Γ_a = −2 Im Σ_a = 2(v_a²/t_a) sin k_a.

With z = E − e_a, cos k_a = −z/2t_a, so Σ_a = v_a²[z − i√(4t_a² − z²)]/(2t_a²). Outside the band the wave decays, Σ_a is real and Γ_a = 0. Amplitudes are normalized to flux with the velocity u_a = 2t_a sin k_a/ħ, S_ab = r_a√(u_a/u_b). For a ≠ b,

S_ab = (v_a/t_a)(2i v_b sin k_b) G √[t_a sin k_a/(t_b sin k_b)] = iG√(Γ_aΓ_b),

T_ab = |S_ab|² = Γ_aΓ_b|G|² = T_ba.

For a = b, S_aa = −1 + iΓ_aG. Since Im G = −Γ|G|²/2,

|S_aa|² = 1 + 2Γ_a Im G + Γ_a²|G|² = 1 − Γ_a(Γ − Γ_a)|G|² = 1 − Σ_{b≠a} T_ab.

Currents. Incoming states in chain b have density dk/2π per site, velocity (1/ħ)dE/dk and occupation f_b, so they carry the flux f_b dE/h per spin. Bound states are assumed absent. The net current out of a is what enters, minus what is reflected, minus what arrives from the other chains, times 2 for spin:

J_a = (2/h)∫dE [f_a(1 − |S_aa|²) − Σ_{b≠a} T_ab f_b] = (2/h) Σ_{b≠a} ∫dE T_ab (f_a − f_b).

With A = Γ|G|² and Gⁿ = |G|²Σ_bΓ_b f_b this is (2/h)∫Γ_a(f_aA − Gⁿ)dE, because the term b = a cancels. The symmetry of T_ab makes the three currents add to zero.

Part (a). To first order in the potentials, f_a − f_b = (−∂f/∂E)(μ_a − μ_b), with f the equilibrium function. Define ⟨X⟩ = ∫X(−∂f/∂E)dE, which reduces to X(E_F) at θ = 0. The condition J_p = 0 reads

⟨T_Lp⟩(μ_p − μ_L) + ⟨T_pR⟩(μ_p − μ_R) = 0,

μ_p = (⟨T_Lp⟩μ_L + ⟨T_pR⟩μ_R)/(⟨T_Lp⟩ + ⟨T_pR⟩).

Subtracting this from μ_L over the common denominator cancels the ⟨T_Lp⟩μ_L terms:

μ_L − μ_p = ⟨T_pR⟩(μ_L − μ_R)/(⟨T_Lp⟩ + ⟨T_pR⟩).

Inserting it in J_L = (2/h)[⟨T_LR⟩(μ_L − μ_R) + ⟨T_Lp⟩(μ_L − μ_p)] and using I = eJ_L, μ_L − μ_R = eV gives

I/V = (2e²/h) T_eff, T_eff = ⟨T_LR⟩ + ⟨T_Lp⟩⟨T_pR⟩/(⟨T_Lp⟩ + ⟨T_pR⟩),

and J_R = −J_L. At θ = 0 this is T_LR + T_LpT_pR/(T_Lp + T_pR) at E_F. The second term is two conductances in series, L to p and p to R, in parallel with the direct one.

That term counts electrons that have lost their phase. At fixed energy, an electron enters the probe with probability T_Lp. On re-emission it falls back into the probe with probability |S_pp|² or reaches R with probability T_pR. Adding probabilities over m returns,

T_Lp Σ_m |S_pp|^{2m} T_pR = T_LpT_pR/(1 − |S_pp|²) = T_LpT_pR/(T_Lp + T_pR).

The same follows if the probe chain is closed by a mirror of random phase φ. The outgoing probe amplitude b_p returns as exp(iφ)b_p, so b_p = S_pL + S_pp exp(iφ)b_p, and the amplitude into R is

S_RL + S_Rp exp(iφ)b_p = S_RL + Σ_m S_Rp S_pp^m S_pL exp[i(m + 1)φ].

Each term carries a different power of exp(iφ). The cross terms average to zero, and the mean square is |S_RL|² + |S_Rp|²|S_pL|²/(1 − |S_pp|²). This form keeps the order of the indices; its reduction to symmetric T_ab uses T_ab = T_ba, which holds for one level but can fail for a loop threaded by magnetic flux.

Part (b). Let t_a → ∞ at fixed 2v_a²/t_a. Then sin k_a → 1, Γ_a becomes constant, Re Σ_a = Γ_a z/(4t_a) → 0, and |G|² = 1/(δ² + Γ²/4). The series term is |G|²Γ_LΓ_p²Γ_R/(Γ_pΓ0), so

T_eff(E) = Γ_LΓ_R|G|²(1 + Γ_p/Γ0) = Γ_sΓ/(δ² + Γ²/4).

The incoherent fraction is (Γ_p/Γ0)/(Γ/Γ0) = Γ_p/Γ at every energy. As Γ_p → 0 the Breit–Wigner form Γ_LΓ_R/(δ² + Γ0²/4) returns; as Γ_p → ∞ at fixed δ, T_eff → 4Γ_s/Γ_p. The antiderivative of Γ/(y² + Γ²/4) is 2 arctan(2y/Γ), so the area under T_eff is 2πΓ_s whatever Γ_p is. The probe raises T when

Γ(δ² + Γ0²/4) > Γ0(δ² + Γ²/4), that is δ²Γ_p > ΓΓ0Γ_p/4, or |δ| > √(ΓΓ0)/2.

For the model, 1/|G|² = (4 + 9) × 10⁻⁴⁴ J², so T_LR = 3/13 = 0.2308, T_Lp = 2/13 = 0.1538, T_pR = 6/13 = 0.4615 and |S_pp|² = 1 − 8/13 = 0.3846. Then

T_eff = 0.2308 + 0.1538 × 0.4615/0.6154 = 0.2308 + 0.1154 = 0.3462,

one third of it incoherent, and (μ_p − μ_R)/eV = 0.25. With 2e²/h = 7.748 × 10⁻⁵ S the conductance is 2.682 × 10⁻⁵ S. Without the probe T = 3/(4 + 4) = 0.375, or 2.906 × 10⁻⁵ S. The probe lowers T because δ is below the crossover √24/2 × 10⁻²² = 2.449 × 10⁻²² J.

At 4 K, k_Bθ = 5.52 × 10⁻²³ J, the averages are 0.2307, 0.1538 and 0.4614, and T_eff = 0.3460 (2.681 × 10⁻⁵ S), only 0.04% below the θ = 0 value. This is not a sign that temperature is negligible at other detunings. The Lorentzian has T″/T = (6δ² − Γ²/2)|G|⁴ = (6/169) × 10⁴⁴ J⁻², small because δ lies near the inflection point, and with ⟨E²⟩ = π²(k_Bθ)²/3 the leading correction ⟨E²⟩T″/2T is +1.8%. Higher orders cancel it at 4 K. At this detuning T_eff stays within 0.4% of its θ = 0 value at all temperatures up to 4 K. This does not hold at every detuning: at 4 K T_eff is 8.2% below the θ = 0 value for ε0 = E_F and 5.85% above it for ε0 − E_F = 5 × 10⁻²² J.

Part (c). A different device, the dephasing probe, carries zero current at each energy. Define s = T_Lp + T_pR and w = T_Lp/s = Γ_L/(Γ_L + Γ_R). Setting the integrand of J_p to zero gives the occupation f_d = w f_L + (1 − w) f_R, hence f_L − f_d = (1 − w)(f_L − f_R) and

I_d = (2e/h)∫dE T_eff(E)(f_L − f_R),

with T_eff(E) = T_LR + s w(1 − w), at any bias. Here a function has been eliminated, not a chemical potential. The voltage probe has the Fermi function f_p and satisfies only the integrated condition, which in this notation is ∫s(f_d − f_p)dE = 0. The direct term is common to the two currents, and the condition allows any constant w0 to be subtracted:

I − I_d = (2e/h)∫dE s w (f_d − f_p) = (2e/h)∫dE s (w − w0)(f_d − f_p).

If Γ_L(E)/Γ_R(E) is constant, the choice w0 = w makes this vanish. In the wide band the energy-resolved T_eff is therefore exact for the voltage probe at any V and θ, and a window that covers the whole line gives I = (2e/h)2πΓ_s = I_sat.

At θ = 0 the wide-band integrals are elementary. Let α_a = arctan[2(μ_a − ε0)/Γ]. Since s ∝ A and ∫A f_a dE = 2α_a + π, the probe condition and the current are

α_p = (Γ_Lα_L + Γ_Rα_R)/Γ0, I = (4e/h)Γ_s(α_L − α_R) = I_sat(α_L − α_R)/π.

At 2 mV, α_L = arctan[2(1.602 − 2)/6] = −0.1318 and α_R = arctan[2(−1.602 − 2)/6] = −0.8764. Then α_p = (−0.1318 − 3 × 0.8764)/4 = −0.6902, μ_p = ε0 + (Γ/2)tan α_p = −4.77 × 10⁻²³ J, and I = 2.279 × 10⁻⁷ × 0.7445/π = 5.401 × 10⁻⁸ A. At 4 K the numerical root is μ_p = −5.29 × 10⁻²³ J, and both routes give 5.313 × 10⁻⁸ A.

Equal currents do not make the probes equal. The heat into the voltage probe is (2/h)∫(E − μ_p)s(f_d − f_p)dE. At θ = 0, inside the window f_d = w, so f_d − f_p is w − 1 < 0 below μ_p and w > 0 above it, and the heat is positive. At 4 K it is 1.68 × 10⁻¹¹ W, 16% of IV = 1.063 × 10⁻¹⁰ W. The dephasing probe exchanges no energy, since its current vanishes at each E.

When w varies, the two can differ. In linear response at finite θ the ⟨T_LR⟩ terms cancel, and in units of 2e²/h the difference of conductances is

⟨sw⟩(⟨s⟩ − ⟨sw⟩)/⟨s⟩ − ⟨sw⟩ + ⟨sw²⟩ = ⟨sw²⟩ − ⟨sw⟩²/⟨s⟩ = ⟨s(w − w̄)²⟩ ≥ 0,

with w̄ = ⟨sw⟩/⟨s⟩; expanding the square confirms the last equality. An example uses chains with (e, t, v) = (−4, 4, 1.5), (4, 4, 2.5) and (0, 8, 3) × 10⁻²² J for L, R and p, which give Γ_a(E_F) = 0.974, 2.706 and 2.25 × 10⁻²² J, with the same ε0. At θ = 0 both probes give T_eff = 0.3847. At 4 K the voltage probe gives 0.22862 + 0.19175 × 0.54490/0.73665 = 0.37046 (2.870 × 10⁻⁵ S), and the dephasing probe 0.36950 (2.863 × 10⁻⁵ S). The variance term is 0.00095, or 0.26% of the dephasing value.

At 2 mV the order is reversed: I = 5.422 × 10⁻⁸ A, with μ_p = −5.93 × 10⁻²³ J, against I_d = 5.515 × 10⁻⁸ A, so I is lower by 1.7% of I_d. The lead bands and the level are held fixed here while μ_L and μ_R move; if each lead band is shifted with its own chemical potential, the sign is unchanged but the difference shrinks to 0.9%. The inequality above is a linear-response statement and does not apply. The sign follows at θ = 0. Across the window Γ_L falls and Γ_R rises with E, because the L band is centred below it and the R band above, so w decreases. With w0 = w(μ_p), the factor w − w0 is positive where f_d − f_p is negative and negative where it is positive, so I < I_d. Reversing the bias leaves these signs unchanged, but both currents are then negative, so the voltage probe carries the larger current in magnitude. At 4 K the sign depends on the bias: I − I_d is positive at small positive V, by the inequality above, and negative at 2 mV, so it vanishes at a bias in between.

The numerical check tests the transmissions against plane-wave matching, the series and the phase average against T_eff, and the linear formula against the slope of the current with the nonlinear root for μ_p. It also evolves a finite system (200, 200 and 400 sites, averaged over 1.58 to 3.69 × 10⁻¹¹ s) and requires all three currents to match within 0.2% of J_L; it finds ±5.422 × 10⁻⁸ A in L and R and 6.5 × 10⁻¹⁵ A in the probe.

Comparison

The saturation current of the rate balance is exact in the wide band, because it is (2e/h) times the area 2πΓ_s = 4.712 × 10⁻²² J.

The near-resonance estimate replaces the Lorentzian by a box of equal area and width Γ. The true peak is 4Γ_s/Γ = 0.5, so the estimate 0.79 is too high by 2π/4 = 1.57. At δ = 2 × 10⁻²² J the line has fallen by a further factor (δ² + Γ²/4)/(Γ²/4) = 13/9, and the estimate exceeds 0.3462 by 1.57 × 13/9 = 2.27. The current estimate at 2 mV exceeds the θ = 0 value by 1.217/0.540 = 2.25. Without the probe the same box gives 2π × 0.75/4 = 1.18, above the limit of 1 for one channel, which shows that its prefactor is too large.

The tail estimate is the leading term of the exact result for |δ| ≫ Γ/2. At δ = 5 × 10⁻²² J it gives 0.75 × 6/25 = 0.18 against 0.1324, too high by (25 + 9)/25 = 1.36.

The predicted effect of the probe is exact at resonance, 0.5/0.75 = Γ0/Γ = 2/3. At δ = 5 × 10⁻²² J the ratio is 0.1324/0.1034 = 1.28, short of its asymptote Γ/Γ0 = 1.5. The crossover guess Γ/2 = 3 × 10⁻²² J is above the exact 2.449 × 10⁻²² J by √(Γ/Γ0) = 1.22.

The weighted mean for μ_p is the exact linear-response result in the wide band, but at 2 mV and θ = 0 it gives −8.0 × 10⁻²³ J against −4.77 × 10⁻²³ J. The exact rule averages angles rather than potentials. Both angles are negative, the tangent is concave there, and the tangent of the mean lies above the mean of the tangents, so μ_p is drawn toward the level, where the spectral weight is larger.

Computed values

```
2e^2/h = 7.74809e-05 S
temperature = 4 K
kT = 5.5226e-23 J
bias V = 0.002 V
eV = 3.20435e-22 J
eps - E_F = 2e-22 J
-- wide band --
Gam_L, Gam_R, Gam_p = 1e-22 3e-22 2e-22 J
Gam = 6e-22 J
Gam_L+Gam_R = 4e-22 J
Gam_L Gam_R/(Gam_L+Gam_R) = 7.5e-23 J
1/|G(E_F)|^2 = 1.3e-43 J^2
T(E_F): LR 0.230769, Lp 0.153846, pR 0.461538
|S_pp|^2 = 0.384615
incoherent term = 0.115385
incoherent fraction = 0.333333
(mu_p-mu_R)/(eV), linear = 0.25
conductance 0 K = 2.68203e-05 S = 0.346154 (2e^2/h)
conductance 0 K, no probe = 2.90553e-05 S = 0.375 (2e^2/h)
detuning 0 J: Teff 0.5, no probe 0.75
detuning 5e-22 J: Teff 0.132353, no probe 0.103448
crossover detuning = 2.44949e-22 J
area of Teff = 4.71239e-22 J
saturation current = 2.2789e-07 A
<T> 4 K: LR 0.230678, Lp 0.153785, pR 0.461356
conductance 4 K = 2.68097e-05 S = 0.346017 (2e^2/h)
alpha_L, alpha_R, alpha_p = -0.131839, -0.876355, -0.690226 rad
mu_p 0 K, 2 mV = -4.77149e-23 J
I 0 K, 2 mV = 5.4007e-08 A
mu_p 4 K, 2 mV = -5.29199e-23 J
I 4 K voltage probe = 5.3133e-08 A
I 4 K from Teff(E) = 5.3133e-08 A
heat into probe 4 K = 1.68252e-11 W
-- chain leads --
L: e0,t,v = -4e-22 4e-22 1.5e-22 J; Gam(E_F) = 9.7428e-23 J
R: e0,t,v = 4e-22 4e-22 2.5e-22 J; Gam(E_F) = 2.7063e-22 J
p: e0,t,v = 0 8e-22 3e-22 J; Gam(E_F) = 2.25e-22 J
T(E_F): LR 0.238768, Lp 0.198508, pR 0.55141
conductance 0 K = 2.98092e-05 S = 0.384729 (2e^2/h)
<T> 4 K: LR 0.22862, Lp 0.19175, pR 0.544897
4 K voltage probe Teff[<T>] = 2.87034e-05 S = 0.370458 (2e^2/h)
4 K dephasing probe <Teff> = 2.86295e-05 S = 0.369504 (2e^2/h)
variance term = 0.000953879
relative difference, linear = 0.00258151
mu_p 4 K, 2 mV = -5.92686e-23 J
I voltage probe = 5.42187e-08 A
I dephasing probe = 5.51545e-08 A
relative difference, 2 mV = -0.0169655
sites per chain L, R, p = 200 200 400
time window = 1.582e-11 to 3.691e-11 s
time evolution e*J: L 5.422e-08, R -5.422e-08, p 6.5e-15 A
```
